# Hopping and spin renormalization factors of fully projected lattice states: test program

```python
"""Gutzwiller factors for states without double occupancy at hole doping x:
    g_t = 2x/(1+x)    multiplies intersite hopping and bond-pair amplitudes,
    g_s = 4/(1+x)^2   multiplies intersite spin correlations,
to leading order in the intersite contractions of the unprojected state.
f = (1-x)/2 is the filling per spin; lam0, lam1 are the amplitudes that the
local projector gives to empty and singly occupied sites (double: zero).
Tests: symbolic local weights, a four-site Fock-space calculation with a
Gaussian density matrix, and enumerated projected Fermi seas on rings.
"""
from itertools import combinations
import numpy as np
import sympy as sp
from scipy.optimize import brentq


def g_hop(x):
    return 2 * x / (1 + x)


def g_spin(x):
    return 4 / (1 + x) ** 2


# ---- local weights solved from the probability conditions ----
X, W0, W1 = sp.symbols("x w0 w1", positive=True)
F = (1 - X) / 2
sol = sp.solve([W0 * (1 - F) ** 2 + 2 * W1 * F * (1 - F) - 1,
                W1 * F * (1 - F) - F], [W0, W1], dict=True)[0]
w0_sym, w1_sym = sp.simplify(sol[W0]), sp.simplify(sol[W1])
assert sp.simplify(w0_sym * w1_sym * (1 - F) ** 2 - g_hop(X)) == 0
assert sp.simplify(w1_sym ** 2 - g_spin(X)) == 0
# squared projector has no one-body part: 1 - (nu-f)(nd-f)/(1-f)^2
for nu, nd, weight in [(0, 0, w0_sym), (1, 0, w1_sym),
                       (0, 1, w1_sym), (1, 1, 0)]:
    vertex_form = 1 - (nu - F) * (nd - F) / (1 - F) ** 2
    assert sp.simplify(vertex_form - weight) == 0

# ---- four-site plaquette in the full Fock space ----
NS = 4
NM = 2 * NS
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    op = np.eye(1)
    for m in range(NM):
        factor = parity if m < mode else (lower if m == mode else np.eye(2))
        op = np.kron(op, factor)
    return op


c = [annihilator(m) for m in range(NM)]   # mode = 2*site + spin
num = [a.T @ a for a in c]
n_total = sum(num)
hop_sum = np.zeros_like(n_total)
pair_sum = np.zeros_like(n_total)
for i, j, sign in [(0, 1, 1), (1, 2, -1), (2, 3, 1), (3, 0, -1)]:
    for s in (0, 1):
        h = c[2 * i + s].T @ c[2 * j + s]
        hop_sum += h + h.T
    p = c[2 * i].T @ c[2 * j + 1].T - c[2 * i + 1].T @ c[2 * j].T
    pair_sum += sign * (p + p.T)

hop_op = c[0].T @ c[2]
pair_op = c[0].T @ c[3].T
sz = [(num[2 * i] - num[2 * i + 1]) / 2 for i in (0, 1)]
splus = [c[2 * i].T @ c[2 * i + 1] for i in (0, 1)]
flip = splus[0] @ splus[1].T
spin_op = sz[0] @ sz[1] + (flip + flip.T) / 2


def gaussian_rho(eps, mu):
    k = -eps * (hop_sum + 0.5 * pair_sum) - mu * n_total
    e, v = np.linalg.eigh(k)
    w = np.exp(-(e - e[0]))
    return (v * (w / w.sum())) @ v.T


def mean(rho, op):
    return float(np.sum(rho * op.T))


def plaquette(eps, x):
    mu = brentq(lambda m: mean(gaussian_rho(eps, m), n_total) / NS - (1 - x),
                -3, 3, xtol=1e-13)
    rho = gaussian_rho(eps, mu)
    assert abs(mean(rho, c[0].T @ c[1].T)) < 1e-11   # no on-site pairing
    amp0 = float(sp.sqrt(w0_sym.subs(X, sp.Float(x))))
    amp1 = float(sp.sqrt(w1_sym.subs(X, sp.Float(x))))
    diag = np.ones(2 ** NM)
    for i in range(NS):
        occ = np.rint(np.diag(num[2 * i] + num[2 * i + 1])).astype(int)
        diag *= np.array([amp0, amp1, 0.0])[occ]
    projected = diag[:, None] * rho * diag[None, :]
    projected /= np.trace(projected)
    ratios = [mean(projected, o) / mean(rho, o)
              for o in (hop_op, pair_op, spin_op)]
    return np.array(ratios), mean(projected, n_total) / NS, mean(rho, hop_op)


x_ex = 0.2
r_big, dens_big, chi_big = plaquette(0.10, x_ex)
r_small, dens_small, chi_small = plaquette(0.05, x_ex)
r_limit = (4 * r_small - r_big) / 3       # removes the quadratic correction
target = np.array([g_hop(x_ex), g_hop(x_ex), g_spin(x_ex)])
assert np.all(np.abs(r_limit / target - 1) < 1e-3)
for q in (0, 1):
    assert abs(r_small[q] - target[q]) < 0.5 * abs(r_big[q] - target[q])
assert abs(dens_big - (1 - x_ex)) < 1e-4


# ---- enumerated projected Fermi sea on a ring, N electrons per spin ----
def ring(length, n_spin):
    sites = np.arange(length)
    cols = [np.ones(length) / np.sqrt(length)]
    for m in range(1, (n_spin - 1) // 2 + 1):
        q = 2 * np.pi * m / length
        cols += [np.sqrt(2 / length) * np.cos(q * sites),
                 np.sqrt(2 / length) * np.sin(q * sites)]
    orb = np.array(cols).T
    configs = list(combinations(range(length), n_spin))
    index = {a: k for k, a in enumerate(configs)}
    det = np.array([np.linalg.det(orb[list(a)]) for a in configs])
    occ = np.zeros((len(configs), length))
    hop = np.zeros((len(configs), len(configs)))
    for k, a in enumerate(configs):
        occ[k, list(a)] = 1
        if 1 in a and 0 not in a:
            b = tuple(sorted((set(a) - {1}) | {0}))
            hop[index[b], k] = 1          # adjacent sites: no sign
    szsz = np.ones((len(configs), len(configs)))
    for i in (0, 1):
        szsz *= (occ[:, i][:, None] - occ[:, i][None, :]) / 2
    free = np.outer(det, det)
    allowed = (occ @ occ.T) < 0.5
    out = []
    for psi in (free, free * allowed):
        norm = np.sum(psi ** 2)
        out.append((np.sum(psi * (hop @ psi)) / norm,
                    3 * np.sum(psi ** 2 * szsz) / norm))
    return out


ring_data = {}
for length, n_spin in [(12, 5), (10, 5)]:
    free, proj = ring(length, n_spin)
    assert abs(free[1] + 1.5 * free[0] ** 2) < 1e-10   # Wick value of S.S
    x = 1 - 2 * n_spin / length
    ring_data[length] = (x, free, proj)
    assert abs(proj[1] / free[1] / g_spin(x) - 1) < 0.4
    if x > 1e-9:
        assert abs(proj[0] / free[0] / g_hop(x) - 1) < 0.4
    else:
        assert abs(proj[0]) < 1e-12

# ---- square-lattice Fermi sea: bond amplitude chi per spin ----
t, J = 1.0, 0.3
kx = (np.arange(20000) + 0.5) * np.pi / 20000


def k_fermi(mu):
    return np.arccos(np.clip(-mu / (2 * t) - np.cos(kx), -1, 1))


mu_sq = brentq(lambda m: np.mean(k_fermi(m)) / np.pi - (1 - x_ex) / 2,
               -3.9, 0.5)
chi = np.mean(np.sin(k_fermi(mu_sq))) / np.pi
# independent value: fill the lowest levels of a two-dimensional mesh
mesh = (np.arange(600) + 0.5) * 2 * np.pi / 600
levels = np.sort((-2 * t * (np.cos(mesh)[:, None]
                            + np.cos(mesh)[None, :])).ravel())
n_fill = int(round((1 - x_ex) / 2 * levels.size))
chi_mesh = -levels[:n_fill].sum() / levels.size / (4 * t)
assert abs(chi - chi_mesh) < 1e-4
kin0, exch0 = -8 * t * chi, -3 * J * chi ** 2
gt, gs = g_hop(x_ex), g_spin(x_ex)

print("Factors (dimensionless):")
for x in (0.0, 0.05, 0.1, 0.2, 0.4, 1.0):
    print(f"  x = {x:.2f}: g_t = {g_hop(x):.4f}, g_s = {g_spin(x):.4f}")
print("Local weights from conditions: lam0^2 =", sp.factor(w0_sym),
      ", lam1^2 =", sp.factor(w1_sym))
print(f"At x = {x_ex}: lam0^2 = {float(w0_sym.subs(X, x_ex)):.4f}, "
      f"lam1^2 = {float(w1_sym.subs(X, x_ex)):.4f}")
print(f"Plaquette, x = {x_ex}, ratios projected/unprojected:")
for name, r, d, ch in [("coupling 0.10", r_big, dens_big, chi_big),
                       ("coupling 0.05", r_small, dens_small, chi_small)]:
    print(f"  {name}: hop {r[0]:.6f}, pair {r[1]:.6f}, spin {r[2]:.6f}")
    print(f"    bond amplitude {ch:.5f}, projected density {d:.7f} per site")
print(f"  extrapolated: hop {r_limit[0]:.6f}, pair {r_limit[1]:.6f}, "
      f"spin {r_limit[2]:.6f}")
print(f"  formulas: g_t = {gt:.6f}, g_s = {gs:.6f}")
for length, (x, free, proj) in ring_data.items():
    print(f"Ring of {length} sites, 5 electrons per spin, x = {x:.4f}:")
    print(f"  hop amplitude per spin: free {free[0]:.5f}, "
          f"projected {abs(proj[0]):.5f}")
    print(f"  S.S on a bond: free {free[1]:.5f}, projected {proj[1]:.5f}")
    print(f"  hop ratio {abs(proj[0] / free[0]):.4f} (g_t {g_hop(x):.4f}), "
          f"spin ratio {proj[1] / free[1]:.4f} (g_s {g_spin(x):.4f})")
print(f"Square lattice, t = {t}, J = {J} (units of t), x = {x_ex}:")
print(f"  chemical potential of Fermi sea = {mu_sq:.4f} t")
print(f"  bond amplitude chi per spin = {chi:.5f} (mesh {chi_mesh:.5f})")
print(f"  kinetic energy per site: free {kin0:.4f} t, "
      f"projected {gt * kin0:.4f} t")
print(f"  exchange energy per site: free {exch0:.4f} t, "
      f"projected {gs * exch0:.4f} t")
print(f"  effective hopping g_t*t = {gt * t:.4f} t, "
      f"effective exchange g_s*J = {gs * J:.4f} t")
print("OK")
```

Running it gives:

```
Factors (dimensionless):
  x = 0.00: g_t = 0.0000, g_s = 4.0000
  x = 0.05: g_t = 0.0952, g_s = 3.6281
  x = 0.10: g_t = 0.1818, g_s = 3.3058
  x = 0.20: g_t = 0.3333, g_s = 2.7778
  x = 0.40: g_t = 0.5714, g_s = 2.0408
  x = 1.00: g_t = 1.0000, g_s = 1.0000
Local weights from conditions: lam0^2 = 4*x/(x + 1)**2 , lam1^2 = 2/(x + 1)
At x = 0.2: lam0^2 = 0.5556, lam1^2 = 1.6667
Plaquette, x = 0.2, ratios projected/unprojected:
  coupling 0.10: hop 0.332660, pair 0.334003, spin 2.777760
    bond amplitude 0.02392, projected density 0.8000032 per site
  coupling 0.05: hop 0.333165, pair 0.333502, spin 2.777777
    bond amplitude 0.01199, projected density 0.8000002 per site
  extrapolated: hop 0.333333, pair 0.333334, spin 2.777782
  formulas: g_t = 0.333333, g_s = 2.777778
Ring of 12 sites, 5 electrons per spin, x = 0.1667:
  hop amplitude per spin: free 0.31100, projected 0.07538
  S.S on a bond: free -0.14509, projected -0.32309
  hop ratio 0.2424 (g_t 0.2857), spin ratio 2.2269 (g_s 2.9388)
Ring of 10 sites, 5 electrons per spin, x = 0.0000:
  hop amplitude per spin: free 0.32361, projected 0.00000
  S.S on a bond: free -0.15708, projected -0.45075
  hop ratio 0.0000 (g_t 0.0000), spin ratio 2.8695 (g_s 4.0000)
Square lattice, t = 1.0, J = 0.3 (units of t), x = 0.2:
  chemical potential of Fermi sea = -0.4266 t
  bond amplitude chi per spin = 0.19788 (mesh 0.19788)
  kinetic energy per site: free -1.5831 t, projected -0.5277 t
  exchange energy per site: free -0.0352 t, projected -0.0979 t
  effective hopping g_t*t = 0.3333 t, effective exchange g_s*J = 0.8333 t
OK
```
